# Carrier mobility from the linearized Boltzmann equation with state-dependent lifetimes

## Definitions and conventions

Hartree atomic units are used, so $\hbar$, the electron mass and the elementary charge equal one, and the electron has charge $-1$. A label $i=(n,\mathbf k)$ denotes a conduction-band state with energy $\varepsilon_i$ and velocity $\mathbf v_i=\partial\varepsilon_i/\partial\mathbf k$. Bands are spin-degenerate and scattering conserves spin. Sums over $i$, which give densities and averages, include both spins and are taken per unit volume:

$$\sum_i \;\to\; 2\sum_n\int\frac{d^3k}{(2\pi)^3}. \tag{1}$$

In equilibrium, with chemical potential $\zeta$ and thermal energy $kT$,

$$f_i^0=\frac{1}{e^{(\varepsilon_i-\zeta)/kT}+1},\qquad N=\sum_i f_i^0, \tag{2}$$

where $N$ is the electron density in all conduction bands together. A uniform static field $\mathbf E$ changes the occupation to $f_i$. The drift velocity $\mathbf u$ and the mobility tensor $\mu_{ab}$ are defined by

$$u_a=\frac{1}{N}\sum_i v_{i,a}f_i,\qquad u_a=-\sum_b\mu_{ab}E_b+\dots \tag{3}$$

The minus sign makes the mobility positive for electrons, which drift against the field. The dots stand for higher orders in the field.

The crystal is uniform and symmetric under time reversal. With $\bar i=(n,-\mathbf k)$, this gives $\varepsilon_{\bar i}=\varepsilon_i$ and $\mathbf v_{\bar i}=-\mathbf v_i$. The description is semiclassical: coherence between bands and corrections to the band velocity are left out.

The result to be derived is

$$\mu_{ab}=\frac{1}{N}\sum_i v_{i,a}v_{i,b}\,\tau_i\left(-\frac{\partial f^0}{\partial\varepsilon}\right)_{\varepsilon_i}, \tag{4}$$

with a lifetime $\tau_i$ that may depend on band and wavevector. It becomes a plain thermal average of velocity squared times lifetime, divided by $kT$, when the carriers are dilute.

## The equation to first order in the field

The force on an electron is $-\mathbf E$, hence $d\mathbf k/dt=-\mathbf E$. In a steady uniform state the change of occupation due to this motion balances the collision term $C_i[f]$:

$$-\mathbf E\cdot\frac{\partial f_i}{\partial\mathbf k}=C_i[f]. \tag{5}$$

Write $f_i=f_i^0+\delta f_i$, where $\delta f_i$ is of first order in $\mathbf E$. The left side already contains one factor of $\mathbf E$, so $f$ may be replaced there by $f^0$. Since $f^0$ depends on $\mathbf k$ through the energy, the chain rule gives

$$-\mathbf E\cdot\frac{\partial f_i^0}{\partial\mathbf k}
=-\mathbf E\cdot\mathbf v_i\frac{\partial f^0}{\partial\varepsilon}
=\mathbf E\cdot\mathbf v_i\left(-\frac{\partial f^0}{\partial\varepsilon}\right). \tag{6}$$

The right side of (5) must be expanded too, and this expansion shows what the lifetime is.

## Where the lifetime comes from

Let $W_{ij}$ be the rate from an occupied state $i$ to an empty state $j$ of the same spin. Sums over $j$ in the collision term run over the individual final states of that spin. In a crystal of volume $V$ they become $V\sum_n\int d^3k/(2\pi)^3$, without the factor 2 of (1). The agents of scattering, such as phonons, remain in equilibrium, and the rates do not depend on the field. Gains minus losses give

$$C_i[f]=\sum_j\left[W_{ji}f_j(1-f_i)-W_{ij}f_i(1-f_j)\right]. \tag{7}$$

Detailed balance requires $W_{ij}e^{-\varepsilon_i/kT}=W_{ji}e^{-\varepsilon_j/kT}$. From (2), $f_i^0/(1-f_i^0)=e^{-(\varepsilon_i-\zeta)/kT}$, so the two terms in (7) cancel pair by pair in equilibrium and $C_i[f^0]=0$.

Now vary each occupation in (7) and keep first-order terms. The gain term changes by $W_{ji}(1-f_i^0)\delta f_j-W_{ji}f_j^0\delta f_i$. The loss term, with its sign, changes by $-W_{ij}(1-f_j^0)\delta f_i+W_{ij}f_i^0\delta f_j$. Collecting the coefficients of $\delta f_i$ and $\delta f_j$,

$$\delta C_i=-\frac{\delta f_i}{\tau_i}+\sum_j\left[W_{ji}(1-f_i^0)+W_{ij}f_i^0\right]\delta f_j, \tag{8}$$

$$\frac{1}{\tau_i}=\sum_j\left[W_{ij}(1-f_j^0)+W_{ji}f_j^0\right]. \tag{9}$$

The sum in (9) includes final states in every band. The lifetime of a state in one band therefore contains interband scattering.

The sum in (8) is scattering-in: electrons displaced elsewhere arrive in state $i$. The relaxation-time approximation drops it,

$$\delta C_i\approx-\frac{\delta f_i}{\tau_i}. \tag{10}$$

There is a useful case in which nothing is lost. Suppose that $W_{ij}$ is unchanged when the final wavevector $\mathbf k_j$ is reversed. Detailed balance then gives $W_{ji}$ the same property, because the energies are even in wavevector. If $\delta f_j$ is odd in $\mathbf k_j$, the terms $j$ and $\bar j$ in (8) cancel and (10) is exact at this order. The solution found below is indeed odd, so the argument is consistent.

Scattering that remembers direction breaks this condition, and (10) is then an approximation whose error must be examined.

## Solving for the drift

Equating (6) and (10) gives an algebraic equation for each state, with solution

$$\delta f_i=-\tau_i\,\mathbf E\cdot\mathbf v_i\left(-\frac{\partial f^0}{\partial\varepsilon}\right)_{\varepsilon_i}. \tag{11}$$

The bracket is positive. States moving along the field lose occupation and states moving against it gain, as they should for negative charge.

We take $W_{\bar i\bar j}=W_{ij}$, which holds for golden-rule rates in a time-reversal-symmetric crystal. Replacing $j$ by $\bar j$ in (9) then shows that $\tau_{\bar i}=\tau_i$. Since the velocity is odd, $\delta f_i$ is odd, and

$$\sum_i\delta f_i=0. \tag{12}$$

The density is unchanged at first order. The approximate collision term also conserves the number of electrons, even though $\tau_i$ varies: by (6) and (11), $\delta f_i/\tau_i=\mathbf E\cdot\partial f_i^0/\partial\mathbf k$, and the integral of this derivative over the periodic Brillouin zone is zero.

Insert $f=f^0+\delta f$ into (3). The equilibrium part carries no drift, because $\mathbf v_i$ is odd and $f_i^0$ is even. The remaining part is

$$u_a=-\sum_b\left[\frac1N\sum_i v_{i,a}v_{i,b}\tau_i\left(-\frac{\partial f^0}{\partial\varepsilon}\right)_{\varepsilon_i}\right]E_b. \tag{13}$$

Comparison with (3) identifies the square bracket as $\mu_{ab}$, which proves (4). One factor of velocity comes from the power of the field to displace the distribution; the other measures the drift carried by that displacement.

When inelastic scattering keeps the steady state close to $f^0$, the first correction to $u_a/E_a$ is quadratic in the field. Reversing $\mathbf E$ and all wavevectors leaves (5) and (7) unchanged, so the drift velocity is odd in $\mathbf E$. Its expansion has first- and third-order terms but no second-order term. The inelastic scattering is needed. Multiplying (5) by $\varepsilon_i$, summing and integrating by parts gives $N\,\mathbf E\cdot\mathbf u=\sum_i\varepsilon_iC_i$: the Joule heat must be carried off by collisions. Purely elastic collisions carry off none, so no steady state near $f^0$ exists at finite field, and the weaker the inelastic rates, the smaller the range of fields in which the linear term suffices. The elastic models below assume weak inelastic processes that hold the temperature and a field inside this range.

## In what sense it is a thermal average

Set $x=(\varepsilon-\zeta)/kT$. Differentiating (2),

$$-\frac{\partial f^0}{\partial\varepsilon}=\frac{1}{kT}\frac{e^x}{(e^x+1)^2}=\frac{f^0(1-f^0)}{kT}. \tag{14}$$

Let $\langle A\rangle=N^{-1}\sum_i A_if_i^0$ be the average over the electrons present. Then (4) becomes

$$\mu_{ab}=\frac{1}{kT}\left\langle v_av_b\,\tau(1-f^0)\right\rangle. \tag{15}$$

For dilute carriers, $f^0\ll1$ in all states that matter, and

$$\mu_{ab}\to\frac{\langle v_av_b\tau\rangle}{kT}. \tag{16}$$

At finite filling the right side of (16) exceeds the diagonal mobility by $\langle v_a^2\tau f^0\rangle/kT$, which is positive. The factor $1-f^0$ must then be kept.

**Constant lifetime.** If $\tau_i=\tau$, use $v_b(-\partial f^0/\partial\varepsilon)=-\partial f^0/\partial k_b$ in (4) and integrate by parts. The boundary terms cancel by periodicity, so

$$\mu_{ab}=\frac{\tau}{N}\sum_i f_i^0\frac{\partial^2\varepsilon_i}{\partial k_a\partial k_b}. \tag{17}$$

For a parabolic band of mass $m$ the second derivative is $\delta_{ab}/m$, and the Drude result $\mu=\tau/m$ follows at any filling.

## Isotropic parabolic bands

Let band $n$ have energy $\varepsilon=\Delta_n+k^2/2m_n$. Per spin and volume, the number of states inside a sphere of radius $k$ is $k^3/6\pi^2$. With $dk/d\varepsilon=m_n/k$, the density of states is

$$g_n(\varepsilon)=\frac{k^2}{2\pi^2}\frac{m_n}{k}=\frac{m_n^{3/2}\sqrt{\varepsilon-\Delta_n}}{\sqrt2\,\pi^2}\quad(\varepsilon>\Delta_n). \tag{18}$$

It is zero below the edge. The squared speed is $k^2/m_n^2=2(\varepsilon-\Delta_n)/m_n$, shared equally among three directions. If the lifetime depends on energy alone within each band, (4) becomes

$$\mu=\frac{2}{N}\sum_n\int d\varepsilon\,g_n\frac{2(\varepsilon-\Delta_n)}{3m_n}\tau_n\left(-\frac{\partial f^0}{\partial\varepsilon}\right). \tag{19}$$

**One dilute band.** Put $\Delta=0$, $y=\varepsilon/kT$ and $\tau=\tau_T y^r$, where $\tau_T$ is the lifetime at energy $kT$. The weight is proportional to $e^{-y}$, and (16) gives, for $r>-5/2$,

$$\mu=\frac{2\tau_T}{3m}\frac{\int_0^\infty y^{3/2+r}e^{-y}dy}{\int_0^\infty y^{1/2}e^{-y}dy}
=\frac{\tau_T}{m}\frac{\Gamma(5/2+r)}{\Gamma(5/2)}. \tag{20}$$

The last step uses $\Gamma(5/2)=\tfrac32\Gamma(3/2)$. If the scattering rate is proportional to the density of states, $r=-1/2$. The plain mean lifetime is then $\langle\tau\rangle=\tau_T\Gamma(1)/\Gamma(3/2)$. Using it in the Drude formula overestimates the mobility by the factor

$$\frac{\langle\tau\rangle/m}{\mu}=\frac{\Gamma(1)}{\Gamma(3/2)}\frac{\Gamma(5/2)}{\Gamma(2)}=\frac32. \tag{21}$$

Slow electrons live longest in this case, but the factor $v^2$ gives them little influence on the drift.

**One degenerate band.** When $kT\ll\varepsilon_F$, with the Fermi energy $\varepsilon_F$ measured from the edge, $-\partial f^0/\partial\varepsilon$ approaches $\delta(\varepsilon-\varepsilon_F)$. Since $g\propto\sqrt\varepsilon$, the density is $N=2\int_0^{\varepsilon_F}g\,d\varepsilon=\tfrac43\varepsilon_Fg(\varepsilon_F)$. For a lifetime smooth near $\varepsilon_F$, (19) yields

$$\mu=\frac{2g(\varepsilon_F)}{N}\frac{2\varepsilon_F}{3m}\tau(\varepsilon_F)=\frac{\tau(\varepsilon_F)}{m}. \tag{22}$$

The lifetime at the Fermi energy now replaces the thermal average.

## When scattering remembers direction

For elastic scattering in a single isotropic band, scattering-in can be restored without losing the form of (4). Let the rate depend on energy and on the angle $\theta_{ij}$ between the initial and final velocities. Elastic rates satisfy $W_{ij}=W_{ji}$, so the Pauli factors in (8) and (9) add to one and

$$\delta C_i=\sum_jW_{ij}(\delta f_j-\delta f_i). \tag{23}$$

Try (11) with an unknown time $\tau^{\rm tr}(\varepsilon)$ in place of $\tau_i$. Initial and final speeds are equal, and the components of $\mathbf v_j$ perpendicular to $\mathbf v_i$ cancel in the sum. Thus $\sum_jW_{ij}\mathbf v_j=\mathbf v_i\sum_jW_{ij}\cos\theta_{ij}$, and (23) equals $-\delta f_i/\tau^{\rm tr}$ with

$$\frac1{\tau^{\rm tr}}=\sum_jW_{ij}(1-\cos\theta_{ij}). \tag{24}$$

Small-angle collisions shorten the lifetime (9) but hardly reduce the drift. With several bands or inelastic scattering, the coupled equations (8) generally have to be solved.

A one-dimensional lattice model with two bands and inelastic scattering tests (4), first without and then with memory of direction. In its own units, the bands are $1-\cos k$ and $1.2+0.5(1-\cos k)$, with $kT=\zeta=0.5$ and 41 wavevectors. The full nonlinear equations (5) and (7) are solved at finite field and fixed density. The rates are

$$W_{ij}=\frac{s_{nm}}{41}\left(1+0.3\cos k_i\cos k_j+\alpha\sin k_i\sin k_j\right)e^{(\varepsilon_i-\varepsilon_j)/2kT}, \tag{25}$$

with $s_{11}=1$, $s_{22}=0.6$ and $s_{12}=s_{21}=0.4$. On this finite mesh the term $j=i$ is kept in both parts of (8), where it cancels.

For $\alpha=0$ the rates are even in the final wavevector. The lifetime formula gives a mobility of 0.402402, and the full solution at field 0.001 gives 0.402401. At fields 0.01 and 0.02 the mobility shifts by $-5.415\times10^{-5}$ and $-2.164\times10^{-4}$. Their ratio, 3.996, confirms the quadratic correction.

For $\alpha=0.6$, scattering favours final states moving in the same direction. The added term is odd in $k_j$ and drops out of (9), so the formula still gives 0.402402. The full solution gives 0.572370, larger by a factor 1.42. The sign follows from (8): the added term feeds each state with a displacement of the same sign as its own. Here the relaxation-time approximation misses about 30% of the full mobility.

## Worked example: a light and a heavy band

Consider a model semiconductor with $kT=0.001$ hartree, or 315.8 K. The light band has mass $m_1=0.2$ and edge $\Delta_1=0$; the heavy band has $m_2=0.6$ and $\Delta_2=0.002$ hartree. Scattering is elastic and independent of direction, with golden-rule lifetime

$$\frac{1}{\tau_n(\varepsilon)}=2\pi\sum_mK_{nm}g_m(\varepsilon). \tag{26}$$

The squared coupling, multiplied by volume, is $K_{11}=K_{22}=0.2$ and $K_{12}=K_{21}=0.1$ hartree$^2$ bohr$^3$. The condition for exactness of (10) is met. Polar and inelastic scattering, impurities and screening are left out, and $K$ is held fixed as the filling changes.

**Lifetimes.** At energy $kT$ the heavy band is closed, and (18) and (26) give

$$\tau_1(kT)=\left[2\pi(0.2)\frac{0.2^{3/2}\sqrt{0.001}}{\sqrt2\,\pi^2}\right]^{-1}=3927\ \text{a.u.} \tag{27}$$

At $3kT$, intraband scattering alone would give $3927/\sqrt3=2267$ a.u. The heavy band is now open. Relative to the intraband rate it adds

$$\frac{K_{12}g_2}{K_{11}g_1}=\frac12\,3^{3/2}\frac{1}{\sqrt3}=\frac32. \tag{28}$$

The total rate is 2.5 times the intraband rate, and the lifetime falls to $2267/2.5=907$ a.u. A heavy electron at the same energy has a lifetime of 648 a.u. These lifetimes are short for a semiclassical treatment, which needs sharp levels. The broadening $1/\tau$ at $3kT$ is $1.1\,kT$ in the light band and $1.5\,kT$ in the heavy band, comparable with the offset $\Delta_2=2kT$. For the heavy electron, wavevector times mean free path is $kv\tau=2(\varepsilon-\Delta_2)\tau=1.3$. The heavy-band mobility, the sharp onset of interband scattering and the values at high filling therefore illustrate (19) and are not quantitative predictions for a material with these couplings. Scaling all $K_{nm}$ down by a common factor restores sharp levels, multiplies every mobility by the inverse factor and leaves all ratios below unchanged.

**Light band alone.** With interband scattering off, $r=-1/2$ in (20), and

$$\mu=\frac{3927}{0.2}\times0.75225=1.477\times10^4\ \text{a.u.} \tag{29}$$

The mean lifetime is 4431 a.u.; dividing it by the mass would give 1.5 times this mobility, as (21) states.

**Both bands, dilute.** By (18) and the Boltzmann factor, the ratio of heavy to light populations is $3^{3/2}e^{-2}$. The fractions are 0.4129 heavy and 0.5871 light. Equation (19) gives band mobilities of 820 and 11384 a.u. The total is their population-weighted mean:

$$\mu=0.5871\times11384+0.4129\times820\approx7022\ \text{a.u.} \tag{30}$$

One atomic unit of mobility is 0.042544 cm$^2$/(V s), so the total is 299 cm$^2$/(V s). The heavy band holds 41% of the electrons but supplies only about 5% of the drift. Its larger mass reduces the velocity response, and its larger density of states shortens the lifetime. For intraband scattering alone, (18), (20) and (26) give $\mu_n\propto m_n^{-5/2}$ at equal $K_{nn}$.

Interband scattering also matters through the light band. Without it the total would be 9063 a.u.; including it lowers this value by about 23%. Counting the heavy band as a separate reservoir of slow carriers would miss this effect.

**Filling.** The table compares (15) with the plain average (16), both evaluated with Fermi occupations.

| $\zeta/kT$ | density (cm$^{-3}$) | $\mu$ (a.u.) | plain average (a.u.) |
|---:|---:|---:|---:|
| $-4$ | $7.53\times10^{16}$ | 6976 | 7014 |
| 0 | $3.48\times10^{18}$ | 5353 | 6594 |
| 2 | $1.65\times10^{19}$ | 2848 | 5349 |
| 4 | $5.13\times10^{19}$ | 1480 | 4093 |

At $\zeta=-4kT$ the plain average is too high by 0.5% of the correct value. At $\zeta=0$ the excess is 23%, and at $4kT$ the plain average is 2.8 times the correct mobility.

The mobility itself falls with filling although the scattering rates do not depend on occupation. The weight $-\partial f^0/\partial\varepsilon$ peaks at $\zeta$. As $\zeta$ approaches and enters the bands, the states that carry the drift lie at higher energy on average. There the densities of states in (26) are larger and the lifetimes shorter. The heavy band also holds a growing share of the electrons as the low-energy states of the light band fill up.

As a test of the reduction to an energy integral, the mobility at $\zeta=2kT$ was also found from a three-dimensional wavevector sum with a finite-difference slope of $f^0$. It gives 2849 a.u., against 2848 a.u. from (19). The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
LATTICE MODEL (model units)
kT = 0.5, chemical potential = 0.5, k points = 41
small field = 0.001
even scattering, lifetime formula: 0.402402
even scattering, full solution:    0.402401
mobility shift at field 0.01: -5.415e-05
mobility shift at field 0.02: -2.164e-04
ratio of shifts: 3.996
forward scattering, lifetime formula: 0.402402
forward scattering, full solution:    0.572370
full/formula, forward: 1.4224
TWO PARABOLIC BANDS
kT = 0.001 hartree; temperature = 315.8 K
masses = 0.2, 0.6 electron masses
band offset = 0.002 hartree
K intraband = 0.2 hartree^2 bohr^3
K interband = 0.1 hartree^2 bohr^3
1 a.u. of mobility = 0.042544 cm^2/(V s)
1 a.u. of time = 0.024189 fs
light lifetime at 1 kT: 3927.0 a.u.
light lifetime at 3 kT: 906.9 a.u.
heavy lifetime at 3 kT: 647.8 a.u.
light 3 kT, no interband: 2267.2 a.u.
Light band alone, dilute:
  Gamma(2)/Gamma(5/2) = 0.75225
  mobility, closed form: 14770.4 a.u.
  mobility, quadrature:  14770.4 a.u.
  plain mean lifetime: 4431.1 a.u.
  mean-lifetime estimate/correct: 1.5000
Both bands, dilute:
  populations light, heavy: 0.5871, 0.4129
  light-band mobility: 11384.1 a.u.
  heavy-band mobility: 820.2 a.u.
  total mobility: 7022.5 a.u.
  total mobility: 298.8 cm^2/(V s)
  total without interband: 9063.3 a.u.
Filling: chem/kT, density cm^-3, mobility a.u., plain avg a.u.
   -4  7.530e+16  6976.0  7013.6
    0  3.483e+18  5353.4  6594.1
    2  1.648e+19  2847.8  5348.7
    4  5.135e+19  1479.7  4092.6
3D wavevector sum against energy integral, chem = 2 kT:
  2848.6 and 2847.8 a.u.
golden-rule sum/formula at 6 kT: 0.99974
```
